# Dewald's Space-Charge Correction to High-Field Oxide Growth

In a model oxide film 100 nm thick, the field rises from 5.02 MV/cm at the metal to 5.27 MV/cm at the outer face, a variation of 5 % of the smaller value. The film carries 1.00 mA/cm². The high-field growth law for a uniform field, evaluated at this film's mean field of 5.17 MV/cm, gives 1.76 mA/cm². The discrepancy comes from mobile ions that number, at the metal, one for every $10^5$ cations of the oxide.

## Setting and assumptions

A planar oxide occupies $0\le x\le L$, with metal at $x=0$ and electrolyte at $x=L$. The field $E$ is positive when it points outward. Cations of charge $q=ze>0$ leave the metal and hop through the oxide; $J$ is their number flux and $i=qJ$ the steady current density. The voltage $V=\int_0^L E\,dx$ is the drop across the oxide alone, and $\bar E=V/L$.

The assumptions are these.

1. Cations are the sole mobile ions, there is no fixed compensating charge, and electronic current is absent.
2. Entry from the metal has barrier $W$, activation distance $a$, areal site density $N$ and attempt frequency $\nu$. The field $E_0=E(0)$ does work $qaE_0$ on the ion before it reaches the barrier top, so
$$J=N\nu\exp\left[-\frac{W-qaE_0}{kT}\right].\tag{1}$$
3. Bulk jumps have length $2b$, barrier $U$ midway, and the same $\nu$. The carriers are dilute, with volume density $n(x)$, and feel the laterally averaged field; their image forces at the metal are neglected.
4. The permittivity $\varepsilon$ is constant, and barriers depend on field only through the work terms.

Define
$$\beta=\frac{qb}{kT},\quad n_0=n(0),\quad x_0=\frac{\varepsilon}{\beta q n_0},\quad \delta=\frac{L}{x_0}.$$

**Theorem.** In the steady state, with $\beta E\gg1$ and with both $x_0$ and $L$ much larger than $2b$,
$$E(x)=E_0+\frac1\beta\ln\left(1+\frac{x}{x_0}\right),\tag{2}$$
$$\bar E=E_0+\frac{g(\delta)}{\beta},\qquad g(\delta)=\left(1+\frac1\delta\right)\ln(1+\delta)-1,\tag{3}$$
$$J=N\nu\exp\left[-\frac{W-qa\bar E}{kT}\right]\exp\left[-\frac ab\,g(\delta)\right].\tag{4}$$
For given $\bar E$, $L$ and $T$, equation (4) has one solution $J$.

The last exponential in (4) is Dewald's correction.

## Two lemmas

**Lemma 1 (bulk transport).** Under the conditions of the theorem,
$$J=2b\nu\,n\exp\left[-\frac{U-qbE}{kT}\right].\tag{5}$$

*Proof.* A lattice plane represents a slab of thickness $2b$ and holds $2bn$ ions per unit area. To reach the barrier top an ion travels $b$. The field lowers the barrier by $qbE$ for an outward jump and raises it by the same amount for an inward one. For equally occupied planes the ratio of inward to outward jumps is therefore $e^{-2\beta E}$, which is negligible when $\beta E\gg1$. The outward rate times $2bn$ gives (5). Replacing planes by a continuous density requires that $n$ change little from one plane to the next, hence $x_0\gg2b$, and that the film contain many planes, hence $L\gg2b$. $\square$

**Lemma 2 (steady flux in a growing film).** At constant current, a steady profile with uniform $J$ remains unchanged while $L$ increases, and
$$\frac{dL}{dt}=\frac{\Omega J}{1+\Omega n(L)},\tag{6}$$
where $\Omega$ is the oxide volume per cation.

*Proof.* The total current is the same in every plane:
$$i=\varepsilon\frac{\partial E}{\partial t}+qJ_{\rm ion}(x,t).$$
When $\partial E/\partial t=0$, the ionic flux is uniform and equals $J=i/q$. Equation (1) then fixes $E_0$, and (5) with Poisson's equation fixes $E(x)$ outward from the metal. None of these conditions contains $L$, so growth extends the profile without altering its existing part. In time $dt$, $J\,dt$ ions per unit area reach the outer face. Of these, $dL/\Omega$ become oxide cations and $n(L)\,dL$ remain as carriers in the new layer. Thus $J=(1/\Omega+n(L))\,dL/dt$, which is (6). $\square$

At constant voltage $J$ changes as the film thickens, and the theorem holds quasi-steadily if the ions cross the film in a time much shorter than that in which $J$ changes. The crossing time is the stored charge divided by the current. By Gauss's law it equals $\varepsilon[E(L)-E_0]/i$, or 0.89 ms in the example. The growth rate there is 0.56 nm/s, so $L/(dL/dt)$ is about 180 s. At fixed voltage the current changes faster than the thickness, because $V/L$ stands in an exponent: near 100 nm, $J$ varies locally as $L^{-23}$ and changes by a factor $e$ in about 8 s. The separation is still ample.

## Proof of the theorem

Solve (5) for the density:
$$n=\frac{J}{2b\nu}\exp\left[\frac{U}{kT}-\beta E\right].$$
Since $J$ is uniform, division by the same expression at $x=0$ gives $n=n_0e^{-\beta(E-E_0)}$. Where the field is higher the ions move faster, so fewer are needed to carry the flux. Poisson's equation becomes
$$\frac{dE}{dx}=\frac{qn}{\varepsilon}=\frac{qn_0}{\varepsilon}e^{-\beta(E-E_0)}.$$
The positive charge makes the field grow outward. Multiplication by $\beta e^{\beta(E-E_0)}$ turns the left side into a total derivative:
$$\frac{d}{dx}e^{\beta(E-E_0)}=\frac{\beta qn_0}{\varepsilon}=\frac1{x_0}.$$
The exponential is 1 at $x=0$, hence $e^{\beta(E-E_0)}=1+x/x_0$. Its logarithm is (2), and its reciprocal gives $n=n_0/(1+x/x_0)$.

For the mean field, put $u=1+x/x_0$:
$$\bar E-E_0=\frac{x_0}{\beta L}\int_1^{1+\delta}\ln u\,du
=\frac{1}{\beta\delta}\bigl[(1+\delta)\ln(1+\delta)-\delta\bigr].$$
This is $g(\delta)/\beta$ and proves (3). Substitute $E_0=\bar E-g/\beta$ in (1). Because $qa/(kT\beta)=a/b$, the exponent acquires $-(a/b)g$, which proves (4).

Equation (4) is implicit, because $\delta$ can depend on $J$. From (1),
$$\beta E_0=\frac ba\left[\frac{W}{kT}+\ln\frac{J}{N\nu}\right],$$
and insertion in $n_0$ gives
$$\delta=\frac{\beta qL}{\varepsilon}\frac{J}{2b\nu}\left(\frac{J}{N\nu}\right)^{-b/a}\exp\left[\frac{U-(b/a)W}{kT}\right].\tag{7}$$
At fixed $L$ and $T$, then, $d\ln\delta/d\ln J=1-b/a$. Also
$$\delta\frac{dg}{d\delta}=\delta\left[-\frac{\ln(1+\delta)}{\delta^2}+\frac1\delta\right]=1-\frac{\ln(1+\delta)}\delta\equiv h(\delta).$$
Equation (1) gives $dE_0/d\ln J=kT/(qa)$. Differentiating (3),
$$\frac{d\bar E}{d\ln J}=\frac{kT}{q}\left[\frac1a+\frac hb\left(1-\frac ba\right)\right]
=\frac{kT}{q}\left[\frac{1-h}{a}+\frac hb\right].\tag{8}$$
For $\delta>0$, $0<\ln(1+\delta)<\delta$, so $0<h<1$. The slope lies between $kT/(qa)$ and $kT/(qb)$ and is positive and bounded away from zero. As $\ln J$ runs over the real line, $\bar E$ therefore takes every real value once. This proves existence and uniqueness for equation (4); the solution has physical meaning where the high-field conditions hold. $\square$

## The example worked through

The chosen parameters are $z=6$, $\varepsilon=40\,\varepsilon_{\rm vac}$, $W=1.25$ eV, $U=1.13$ eV, $a=0.16$ nm, $b=0.22$ nm, $N=10^{15}$ cm⁻² and $\nu=10^{13}$ s⁻¹, at 298.15 K, where $kT=0.02569$ eV.

At 1 mA/cm², $\ln(J/N\nu)=-29.89$. Equation (1) gives
$$E_0=\frac{1.25-0.02569\times29.89}{6\times0.16}\ {\rm V/nm}=0.502\ {\rm V/nm},$$
or 5.02 MV/cm. The bulk barrier at the metal is lowered to $1.13-6(0.22)(0.502)=0.467$ eV, and (5) gives $n_0=1.88\times10^{17}$ cm⁻³. With $\beta=51.4$ nm/V this yields $x_0=38.2$ nm and $\delta=100/38.2=2.62$. Then
$$g=(1+0.382)\ln(3.616)-1=0.777.$$
The mean field exceeds $E_0$ by $0.777/51.4=0.0151$ V/nm, which over 100 nm accounts for 1.51 V of the total 51.7 V.

The opening discrepancy follows. The entry step responds to $E_0$, not to $\bar E$. The difference is 3 % of $E_0$, but it is multiplied by $qa/kT=37.4$ nm/V in an exponent: $37.4\times0.0151=0.565$, and $e^{-0.565}=0.568$. The uniform-field law thus overestimates the current by the factor $1/0.568=1.76$.

The conditions of the theorem can be checked. The reverse-jump ratio at the metal is $4\times10^{-23}$, while $2b/x_0=0.012$ and $2b/L=0.004$. At the outer face 0.43 eV of the bulk barrier remains, about 17 $kT$, so activated hopping is still a consistent description. The linear lowering $qbE$ is a further assumption, because the field removes more than half of the barrier; its effect is estimated in the last section. The continuum step was tested with a time-dependent calculation on 226 discrete charged planes separating 227 gaps, including reverse jumps and displacement current. Starting without mobile charge, it relaxed to a steady state whose $g$ was 0.6 % below the continuum value, a difference between $2b/L$ and $2b/x_0$ in size.

## Remarks on thickness

**Remark 1 (thin films).** For $\delta\ll1$, insert $\ln(1+\delta)=\delta-\delta^2/2+\delta^3/3-\dots$ in $g$:
$$g=\left(\delta-\frac{\delta^2}{2}\right)+\left(1-\frac\delta2+\frac{\delta^2}{3}\right)-1+\dots=\frac\delta2-\frac{\delta^2}{6}+\dots$$
To leading order $\bar E-E_0=qn_0L/(2\varepsilon)$, the result for a uniform charge density $qn_0$. The current factor is then $1-(a/2b)\delta$, and (8) reduces to the entry value $kT/(qa)$.

**Remark 2 (thick films).** For $\delta\gg1$,
$$g=\ln\delta-1+\frac{1+\ln\delta}{\delta}+O(\delta^{-2}).$$
Keep the first two terms. From the definition of $\delta$ and the expression for $n_0$,
$$\ln\delta+\beta E_0=\ln\frac{\beta qLJ}{2b\nu\varepsilon}+\frac U{kT}.$$
The field $E_0$ cancels from $\beta\bar E=\beta E_0+\ln\delta-1$, and solving for $J$ gives
$$J\simeq\frac{2b\nu\varepsilon}{q\beta L}\exp\left[1+\beta\bar E-\frac U{kT}\right].\tag{9}$$
The entry parameters have disappeared: the current is limited by space charge, and at fixed mean field and temperature it falls as $1/L$. The approach is slow. The ratio of (9) to the full current at the same $\bar E$ is $\exp(g-\ln\delta+1)$, which is still 1.7 at 200 nm, where $\delta=5.23$.

**Remark 3 (growth at constant current).** Because the profile does not depend on $L$, $dV/dL=E(L)$. The voltage therefore rises slightly faster than linearly. At 1 mA/cm² and 298.15 K the example gives:

| $L$ (nm) | $\delta$ | $\bar E$ (MV/cm) | current factor |
|---:|---:|---:|---:|
| 10 | 0.26 | 5.04 | 0.92 |
| 50 | 1.31 | 5.11 | 0.71 |
| 100 | 2.62 | 5.17 | 0.57 |
| 200 | 5.23 | 5.25 | 0.42 |

Each factor compares the actual current with the uniform-field law at that row's own mean field. A twentyfold increase in thickness changes $\bar E$ by 4 %, while the factor falls by more than half. In this model a nearly constant mean field is therefore weak evidence that space charge can be ignored in the rate.

## Remark on temperature

At fixed $J$ and $L$, equation (7) gives $\delta\propto T^{-1}\exp\{[U-(b/a)W]/kT\}$. Here $U-(b/a)W=-0.589$ eV, so heating increases $\delta$ and moves control from entry to bulk. Since $b>a$, the bracket in (8) falls as this happens and opposes the prefactor $T$. The slopes at 1 mA/cm² and 100 nm are:

| $T$ (K) | $\delta$ | slope (MV/cm per decade) | slope if $b=a$ |
|---:|---:|---:|---:|
| 273.15 | 0.35 | 0.543 | 0.565 |
| 298.15 | 2.62 | 0.531 | 0.616 |
| 323.15 | 14.2 | 0.521 | 0.668 |

The slope falls by 4 % while $T$ rises by 18 %. The last column is a control in which $b$ is set to 0.16 nm and the other parameters are retained. Equation (8) then reduces to $kT/(qa)$ for every $h$, and the computed slope rises by the full 18 %. With constant activation distances, the compensation thus needs both a change of control and $a\ne b$: with equal distances the slope is the same whichever step controls. Outside assumption 4 this rule fails. A sinusoidal entry barrier with the same $W$ and zero-field $a$, and no space charge at all, gives a slope that rises by only 11 % over the same range, because its activation distance shortens as the field grows. A weak temperature dependence of the slope in a real film is therefore not by itself evidence of space charge.

The compensation has a limited range. Differentiating the logarithm of (8), with $B$ its bracket,
$$\frac{d\ln({\rm slope})}{d\ln T}=1-\frac{1/a-1/b}{B}\,\frac{dh}{d\ln\delta}\,\frac{d\ln\delta}{d\ln T},$$
$$\frac{dh}{d\ln\delta}=\frac{\ln(1+\delta)}\delta-\frac1{1+\delta},\qquad
\frac{d\ln\delta}{d\ln T}=-1-\frac{U-(b/a)W}{kT}.$$
The example's numbers give about $+0.2$, $-0.5$ and $+0.1$ at the three temperatures. The slope falls in the middle of the range and rises at both ends. Deep in either limit $dh/d\ln\delta$ vanishes and proportionality to $T$ returns.

## The model beside a real film

The example lies in the rough regime of anodic oxide on tungsten: a field of several MV/cm, a permittivity of a few tens, and about 2 nm of oxide per volt. The barriers and activation distances are model choices. The jump length of 0.44 nm is somewhat longer than the cation spacing $\Omega^{1/3}=0.38$ nm obtained from the chosen $\Omega=0.054$ nm³. The value of $\delta$ is very sensitive to both barriers: at fixed current and temperature, raising $U$ by $kT\ln10=0.06$ eV multiplies $\delta$ by ten, and raising $W$ by the same amount divides it by $10^{b/a}$, about 24. The example shows what an intermediate $\delta$ does; it does not establish that a tungsten film has that value.

The assumption that cations alone move fails in many real barrier films. Oxygen also carries current in them. If it moves as interstitial ions, their negative charge offsets that of the cations; if it moves through vacancies, the vacancies are positive and add to the space charge. For an estimate of the first case, let cations carry an imposed share $s$ of the current, and let the opposite carrier have the same charge magnitude, $b$, $U$ and $\nu$. The source in Poisson's equation is then multiplied by $2s-1$ at given field and total current. The space-charge voltage falls from 1.51 V to 1.24 V at $s=0.75$ and to 0.79 V at $s=0.60$, with $E_0$ recalculated from the cation share. At $s=1/2$ the charges cancel. Below that the net charge is negative and the field falls outward: the space-charge voltage is $-0.52$ V at $s=0.47$, and at $s=0.4$ the profile becomes singular 54 nm from the metal, so an imposed share with matched parameters gives no steady state across the film. The estimate therefore does not cover films in which cations carry well under half the current, as is reported for anodic oxide on tungsten. A full two-ion theory must determine $s$ from entry at both faces.

Other neglected effects have these sizes in the example:

- **Barrier shape.** A constant $b$ requires the well and the barrier top to stay in place as the field grows. In a sinusoidal potential they approach each other. With the same $U$ and zero-field $b$, the bulk barrier at the metal would be 0.55 eV instead of 0.47 eV, and the current factor would fall from 0.57 to 0.06. If $U$ is refitted to give the same barrier at $E_0$, the factor is 0.54. The refit does not preserve the temperature result: the local activation distance of that barrier is 0.16 nm, close to $a$, and the slope rises by 14 % from 273 to 323 K instead of falling by 4 %. The parameters $U$ and $b$ are therefore best read as effective values near the working field, not as zero-field properties of the oxide.
- **Heating.** With a chosen cooling coefficient of 500 W/(m² K), the dissipated power $iV$ warms the film by 1.0 K and raises $\delta$ from 2.62 to 2.82.
- **Electrostatic stress.** The stress $\varepsilon\bar E^2/2$ is 47 MPa. Acting on an activation volume as large as $\Omega$, it would shift a barrier by 0.6 $kT$, comparable with the exponent 0.565 of the correction. A nearly uniform shift can be absorbed in an effective barrier at one field, but it would alter the field dependence.
- **Discrete ions.** The mean carrier spacing at the metal is 17 nm. The field of one ion at that distance, multiplied by $qb$, is 0.04 $kT$. For randomly placed ions the typical total is about 0.2 $kT$, still small, which supports the averaged field away from the metal.
- **Image force.** Each ion is also attracted to its own image in the metal. With the static permittivity, the classical image energy raises the barrier for an outward jump by 9.6 $kT$ from the first plane, at 0.44 nm, by 2.9 $kT$ from the second, and by 0.5 $kT$ at 2.2 nm. Taken literally and combined with the averaged field, it would hold enough charge in the first plane to lower the current factor from 0.57 to 0.06. Those ions would be several nanometres apart and 0.44 nm from the metal, where lateral averaging overstates their effect on entry; a rough estimate with discrete, randomly placed ions gives about 0.12. The classical formula is doubtful so close to the metal; applied only from the second plane outward, it gives 0.52. The example therefore presupposes that ions do not accumulate in the first plane.
- **Electron tunnelling.** For a triangular barrier, the free-electron mass and the zero-temperature tunnelling formula, a barrier of 1.7 eV at the outer face keeps leakage near 1 % of the ionic current. At 298 K the thermal spread of electron energies raises this to about 2 %. A lower barrier gives more leakage, and so does a smaller effective mass: at 1.7 eV and zero temperature, 0.8 free-electron masses give about 20 % of the ionic current, and 0.5 give about 70 times that current if the prefactor carries the mass ratio $m/m^*$, or about 35 times if it does not. The formula also treats the outer contact as a metal, whereas an electrolyte supplies electrons differently. The estimate therefore does not show that leakage is negligible in a real film. Conduction through defects and breakdown are outside it.

Fixed negative charge would change the profile itself. If its charge density is $-qn_f$, Poisson's equation and (5) with uniform $J$ give
$$\frac{dn}{dx}=-\beta n\frac{dE}{dx}=-\frac{\beta q}{\varepsilon}n(n-n_f),$$
so $n$ approaches $n_f$ and the field levels off instead of rising logarithmically. The correction (4) therefore applies when the mobile charge is uncompensated over the whole thickness. The numerical output below gives more digits for the main quantities.

## Numbers as computed

```
Temperature: 298.15 K; kT: 0.02569 eV
Current density: 1.00 mA/cm2
Thickness: 100.0 nm
Cation charge number: 6
Relative permittivity: 40.0
Entry sites: 1.0e+15 cm^-2
Attempt frequency: 1.0e+13 s^-1
Barriers W, U: 1.25, 1.13 eV
Distances a, b: 0.16, 0.22 nm
Oxide volume per cation: 0.054 nm3
beta: 51.377 nm/V
Field at metal E0: 5.0202 MV/cm
Carrier density at metal: 1.8758e+17 cm^-3
Space-charge length x0: 38.229 nm
delta: 2.6158; g: 0.7767
Field at outer face: 5.2704 MV/cm
Mean field: 5.1714 MV/cm
Film voltage: 51.714 V
Voltage due to space charge: 1.512 V
Current correction factor: 0.5684
Uniform-field current: 1.7592 mA/cm2
Growth rate: 0.5617 nm/s
Ion transit time: 0.8860 ms
L (nm), delta, mean field (MV/cm), V (V), current factor:
  10, 0.2616, 5.0437, 5.044, 0.9160
  50, 1.3079, 5.1128, 25.564, 0.7075
  100, 2.6158, 5.1714, 51.714, 0.5684
  200, 5.2316, 5.2498, 104.996, 0.4241
T (K), delta, slope, a=b slope (MV/cm per decade):
  273.15, 0.3506, 0.5426, 0.5646
  298.15, 2.6158, 0.5308, 0.6162
  323.15, 14.2086, 0.5207, 0.6679
Slope ratio, hottest/coldest: 0.9596
Temperature ratio: 1.1830
U-(b/a)W: -0.5888 eV
Lattice error in g: -0.598 %
Jump length/x0: 0.01151
Reverse/forward jump ratio: 3.95e-23
Carriers per oxide cation: 1.01e-05
Bulk barrier left at outer face: 0.4343 eV
Space-charge voltage, cation share 0.75: 1.236 V
Space-charge voltage, cation share 0.60: 0.785 V
Cooling coefficient: 500 W/(m2 K)
Joule heating: 1.034 K; heated delta: 2.8217
Maxwell stress: 47.36 MPa
Stress times cation volume: 0.621 kT
Mean carrier spacing: 17.47 nm
Neighbour-ion field times qb: 0.0364 kT
Barrier for 1% tunnelling leakage: 1.693 eV
```
